# Sand's Time and Ripple Growth in Plating from a Binary Electrolyte, part 2

A metal is plated at constant mean current density $i>0$ from a dilute, neutral binary salt solution at rest. Only cations react. We ask whether a small ripple on the flat cathode grows as the salt there runs out. Units are SI, with concentrations in $\mathrm{mol/m^3}$.

The salt concentration is $c$, initially $c_0$. The ions have charge numbers $z_+>0$, $z_-<0$, stoichiometric numbers $\nu_\pm$ and diffusivities $D_\pm$. With solution potential $\phi$ and $\psi=F\phi/(RT)$, the ion fluxes divided by $\nu_\pm$ are

$$\mathbf n_\pm=-D_\pm\left(\nabla c+z_\pm c\,\nabla\psi\right). \tag{2}$$

The cation transference number and salt diffusivity are

$$t_+=\frac{z_+D_+}{z_+D_+-z_-D_-},\qquad
D=\frac{(z_+-z_-)D_+D_-}{z_+D_+-z_-D_-}. \tag{5}$$

The flat front advances at $v=V_mi/(z_+F)$, where $V_m$ is the metal's molar volume. Neglecting the anions it pushes ahead requires a small ratio

$$\frac{cv\,z_+\nu_+F}{(1-t_+)i}=\frac{\nu_+cV_m}{1-t_+}. \tag{11}$$

At time $t$ the flat surface has concentration $c_s$ and wall gradient $G$:

$$c_s(t)=c_0-2G\sqrt{\frac{Dt}{\pi}}. \tag{14}$$

It reaches zero at Sand's time $\tau$:

$$\tau=\frac{\pi c_0^2}{4DG^2}
=\pi D\left[\frac{z_+\nu_+Fc_0}{2i(1-t_+)}\right]^2,\qquad
c_s=c_0\left(1-\sqrt{t/\tau}\right). \tag{15}$$

Neutrality, with permittivity $\epsilon$, requires

$$c_s^3\gg\frac{\epsilon RTG^2}{F^2z_+\nu_+|z_-|}. \tag{17}$$

In summary,

$$c_s=c_0\left(1-\sqrt{t/\tau}\right),\qquad
G=\frac{i(1-t_+)}{z_+\nu_+FD},\qquad
\frac{D}{1-t_+}=D_+w,\qquad w=1+\frac{z_+}{|z_-|}. \tag{18}$$

In coordinates following the mean front, the metal surface is at

$$x=h(y,t)=\varepsilon(t)\cos ky, \tag{19}$$

with metal below, electrolyte above, $\lambda=2\pi/k$ and $k\varepsilon\ll1$. The metal has isotropic surface energy $\gamma$ and uniform potential.

The example from the first half is a 1:1 salt with $c_0=1000\ \mathrm{mol/m^3}$, $D_+=5\times10^{-10}\ \mathrm{m^2/s}$, $D_-=10^{-9}\ \mathrm{m^2/s}$ and $i=100\ \mathrm{A/m^2}$, giving $t_+=0.333$, $D=6.67\times10^{-10}\ \mathrm{m^2/s}$ and $\tau\approx1.10\times10^3\ \mathrm s$. Tests also use a 1:1 salt with $D_-=2.5\times10^{-10}\ \mathrm{m^2/s}$ and a 2:1 salt.

### 2.2 The salt field close to the front

A ripple disturbs the liquid to a depth of about $1/k$. This depth is taken to be much smaller than the depletion layer:

$$k\sqrt{\pi Dt}\gg1. \tag{20}$$

Three simplifications follow.

First, the flat-front profile is nearly straight over this depth. Its curvature at the wall is $\dot c_s/D$, where (14) gives $|\dot c_s|=G\sqrt{D/(\pi t)}$. The change of gradient over a distance $1/k$, relative to $G$, is therefore $|\dot c_s|/(DGk)=1/(k\sqrt{\pi Dt})$.

Second, the disturbed salt field has time to relax. It does so at the rate $Dk^2$, while the ripple grows at a rate of order $vk$. Their ratio $v/(kD)$ is assumed small. The same small ratio allows the drift of the coordinates with the front to be dropped from the salt balance in the liquid. The diffusion equation then reduces to

$$\nabla^2c=0 \tag{21}$$

within a few times $1/k$ of the front.

Third, the anions are in balance. Define $m=\ln c+z_-\psi$, which is the anion electrochemical potential divided by $RT$, up to a constant. The anion flux is $\mathbf n_-=-D_-c\nabla m$. With storage neglected, $\nabla\cdot(c\nabla m)=0$. No anions cross the metal surface, and to the same order none cross a plane a few times $1/k$ above it. Multiply the equation by $m$ and integrate over one period of the region between them. The divergence theorem leaves no boundary term, so

$$\int c\,|\nabla m|^2\,dV=0 .$$

Since $c>0$, $m$ is uniform, and

$$\psi=\frac{\ln c}{|z_-|}+\text{const},\qquad \nabla\psi=\frac{\nabla c}{|z_-|c}. \tag{22}$$

The neglected storage produces an anion flux of order $|\dot c_s|/k$. Compared with the diffusive part $D_-G$, it is of relative size $(D/D_-)/(k\sqrt{\pi Dt})$, and (5) gives $D/D_-=t_+(1+|z_-|/z_+)$. This factor grows as the anions become slower but never exceeds $1+|z_-|/z_+$, so (20) keeps the effect of storage small. The anions pushed ahead by the moving front are neglected too. Their flux $c_sv$, compared with $D_-G$, is $t_+(1+|z_-|/z_+)$ times the ratio (11) taken at $c=c_s$, so (22) also needs that ratio to be small.

Inserting (22) into the cation flux gives

$$\mathbf n_+=-D_+\left(\nabla c+\frac{z_+}{|z_-|}\nabla c\right)=-D_+w\nabla c. \tag{23}$$

Near the front, the cations follow the salt gradient with the effective coefficient $D_+w$, which by (18) is the same as $D/(1-t_+)$.

### 2.3 Surface energy and interfacial equilibrium

Per unit length along the ridges, the surface area of the ripple is

$$\int\sqrt{1+h_y^2}\,dy\approx\int\left(1+\tfrac12h_y^2\right)dy .$$

Adding a thin layer $\delta h$ changes it by $\int h_y\,\delta h_y\,dy=-\int h_{yy}\,\delta h\,dy$, after integration by parts over whole periods. The added volume is $\int\delta h\,dy$. The area gained per volume added at a given place is therefore the curvature

$$K=-h_{yy}=k^2h. \tag{24}$$

It is positive on a crest. Depositing one mole there costs the additional energy $\gamma V_mK$.

The electrode reaction turns a cation and $z_+$ electrons into a metal atom. It is first taken to be so fast that it stays in equilibrium at each point of the surface. With metal potential $\phi_M$ and constants independent of position,

$$RT\ln c+z_+F(\phi-\phi_M)=\text{const}+\gamma V_mK .$$

Divide by $RT$. Since $\phi_M$ is uniform, it joins the constant, and (22) replaces $\psi$:

$$\left(1+\frac{z_+}{|z_-|}\right)\ln c=\text{const}+\frac{\gamma V_m}{RT}K .$$

On the flat front $K=0$ and $c=c_s$. For small $\Gamma K$ the surface concentration on the ripple is then

$$c=c_s(1+\Gamma K),\qquad \Gamma=\frac{\gamma V_m}{wRT}. \tag{25}$$

The length $\Gamma$ is the capillary length of this problem. A crest needs a higher salt concentration for equilibrium, and this weakens the gradient that feeds it. The factor $w$ appears because a change in $\ln c$ also changes the potential through (22), so a smaller concentration change suffices to balance the surface energy.

### 2.4 Growth rate

To first order, the solution of (21) that joins the undisturbed gradient and decays into the liquid is

$$c=c_s+Gx+A\,e^{-kx}\cos ky. \tag{26}$$

Evaluate it on the surface $x=\varepsilon\cos ky$. In the last term $x$ can be set to zero, because $A$ is itself of first order. Condition (25) with $K=k^2\varepsilon\cos ky$ becomes

$$c_s+G\varepsilon\cos ky+A\cos ky=c_s+c_s\Gamma k^2\varepsilon\cos ky ,$$

and therefore

$$A=(c_s\Gamma k^2-G)\,\varepsilon. \tag{27}$$

The metal grows by the cations that reach it. The surface speed along $x$ is $V_m\nu_+D_+w\,(\partial_xc-h_y\partial_yc)$. The second term is a product of two first-order quantities and is dropped. From (26), the gradient at the surface is $\partial_xc=G-kA\cos ky$.

The uniform part of the speed is $V_m\nu_+D_+wG$. By (18), $D_+wG=i/(z_+\nu_+F)$, so this part equals $V_mi/(z_+F)=v$, as it must. The part proportional to $\cos ky$ gives

$$\dot\varepsilon=-V_m\nu_+D_+w\,kA
=V_m\nu_+D_+w\,k\,(G-c_s\Gamma k^2)\,\varepsilon .$$

Taking out the factor $V_m\nu_+D_+wG=v$ yields

$$\dot\varepsilon=\sigma\varepsilon,\qquad
\sigma=vk\left(1-\frac{k^2}{k_c^2}\right),\qquad
k_c^2=\frac{G}{c_s\Gamma}. \tag{28}$$

The destabilising term $vk$ arises because a crest reaches into more concentrated solution and steepens the gradient above itself. The term in $k^3$ is the effect of surface energy.

### 2.5 The cutoff wavelength

Insert $G=i/(z_+\nu_+FD_+w)$ and $\Gamma=\gamma V_m/(wRT)$ into $k_c^2$. The factors $w$ cancel:

$$k_c^2=\frac{RT\,i}{\gamma V_m z_+\nu_+FD_+c_s},\qquad
\lambda_c=\frac{2\pi}{k_c}=2\pi\sqrt{\frac{\gamma V_m}{RT}\,\frac{z_+\nu_+FD_+c_s}{i}}. \tag{29}$$

Ripples longer than $\lambda_c$ grow and shorter ones decay. At given $i$ and $c_s$, the cutoff contains the cation diffusivity but not the transference number. Transference acts through the time at which a given $c_s$ is reached.

The fastest ripple follows from $d\sigma/dk=v(1-3k^2/k_c^2)=0$:

$$k=\frac{k_c}{\sqrt3},\qquad \lambda=\sqrt3\,\lambda_c,\qquad
\sigma_{\max}=v\,\frac{k_c}{\sqrt3}\left(1-\frac13\right)=\frac{2vk_c}{3\sqrt3}. \tag{30}$$

As the surface is depleted, $\lambda_c$ falls in proportion to $\sqrt{c_s}$. Formula (29) would take it to zero at $\tau$, but the neutral model fails before that, by (17).

### 2.6 Growth accumulated during depletion

Since the salt field relaxes quickly, $\dot\varepsilon=\sigma(k,t)\varepsilon$ holds while $c_s$ falls, and $\sigma$ need not be large compared with $1/\tau$. Let $k_0=k_c(0)$ be the initial cutoff wavenumber. Because $1/k_c^2$ is proportional to $c_s$,

$$\sigma=vk\left[1-\frac{k^2}{k_0^2}\left(1-\sqrt{t/\tau}\right)\right].$$

Integration from zero to $t$ gives

$$\ln\frac{\varepsilon(t)}{\varepsilon(0)}=vk\left[t-\frac{k^2}{k_0^2}\left(t-\frac{2t^{3/2}}{3\sqrt\tau}\right)\right]. \tag{31}$$

Condition (20) fails during a first interval of order $1/(Dk^2)$, but the gain over that interval is of order $v/(kD)$ and negligible. In the limit $t\to\tau$,

$$\ln\frac{\varepsilon(\tau)}{\varepsilon(0)}=vk\tau\left(1-\frac{k^2}{3k_0^2}\right). \tag{32}$$

Its derivative with respect to $k$ is $v\tau(1-k^2/k_0^2)$. The most amplified ripple at Sand's time therefore has $k=k_0$, and its gain is

$$\ln\frac{\varepsilon(\tau)}{\varepsilon(0)}=\tfrac23\,vk_0\tau. \tag{33}$$

With the reaction in local equilibrium, the ripple that has grown most by $\tau$ is the one that was neutral at the start. It begins to grow as soon as depletion moves the cutoff to shorter wavelengths.

With the other parameters fixed, $v\propto i$, $k_0\propto\sqrt{i/c_0}$ and $\tau\propto c_0^2/i^2$. The gain (33) thus varies as $c_0^{3/2}i^{-1/2}$. A larger current makes ripples grow faster at a given $c_s/c_0$, but it shortens the time to depletion by more.

### 2.7 Finite reaction rate

Local equilibrium is a demanding condition at short wavelengths. Let the exchange current density be $i_0$, with $i\ll i_0$, so that the reaction responds linearly: the local current equals $i_0$ times the reaction's driving energy divided by $RT$. The ripple parts of the driving energy and the current then obey

$$\frac{w(A+G\varepsilon)}{c_s}-w\Gamma k^2\varepsilon=-\frac{z_+\nu_+FD_+w\,kA}{i_0}.$$

The right side is the extra local current from (26), divided by $i_0$. Changes of $i_0$ with concentration add corrections of relative order $i/i_0$, which are dropped. Multiply by $c_s/w$ and collect $A$:

$$A\left(1+\frac{z_+\nu_+FD_+c_sk}{i_0}\right)=(c_s\Gamma k^2-G)\,\varepsilon. \tag{34}$$

Compared with (27), the growth rate is divided by the bracket, while the cutoff is unchanged. Equations (28) to (33) are the limit $i_0\gg z_+\nu_+FD_+c_sk$, which can be far stricter than $i_0\gg i$. When $i$ is not small compared with $i_0$, the linear response fails and the cutoff must be derived again from the full rate law.

### 2.8 Numerical example

The salt and current are those of the first half. The metal has $V_m=10^{-5}\ \mathrm{m^3/mol}$ and $\gamma=1\ \mathrm{J/m^2}$, again as round model values, and $T=300\ \mathrm K$. The two lengths in (29) are

$$\frac{\gamma V_m}{RT}=4.01\times10^{-9}\ \mathrm m,\qquad
\frac{FD_+c_0}{i}=4.82\times10^{-4}\ \mathrm m,$$

and the initial cutoff is $2\pi$ times the root of their product, $\lambda_c(0)=8.74\ \mathrm{\mu m}$. At $t=\tau/4$ half the surface salt is gone, and the cutoff is $8.74/\sqrt2=6.18\ \mathrm{\mu m}$. At $t=0.81\tau$ one tenth remains, and it is $2.76\ \mathrm{\mu m}$.

The front moves at $v=10.4\ \mathrm{nm/s}$. At $\tau/4$ the fastest wavelength is $\sqrt3\times6.18=10.7\ \mathrm{\mu m}$, with $\sigma_{\max}=4.06\times10^{-3}\ \mathrm{s^{-1}}$. By Sand's time the metal is $v\tau=11.4\ \mathrm{\mu m}$ thick, and (33) gives

$$\frac23\cdot\frac{2\pi(11.37)}{8.738}=5.45,$$

a growth in height by a factor of about 230. The neglected front motion (11) enters this exponent at the percent level and would raise the factor to about 250. The linear result applies if the ripple is still shallow at the end.

The small ratios are $v/(k_0D)=2.2\times10^{-5}$ and $1/(k_0\sqrt{D\tau})=1.6\times10^{-3}$. The reaction is the stricter matter. With $k_0=2\pi/(8.738\ \mathrm{\mu m})$, the current density $FD_+c_0k_0$ is about $3.5\times10^4\ \mathrm{A/m^2}$, and $i_0$ must be well above it. With a slower reaction the ripple $k=k_0$ gains less, by (34), since its growth rate is reduced at all times and is never negative. Ripples with $k>k_0$ decay at first, and a slower reaction weakens that decay as well, so their gain need not fall. Many plating reactions have exchange current densities far below $3.5\times10^4\ \mathrm{A/m^2}$, and the loss of gain is then large. For a symmetric Butler–Volmer law with $i_0\propto\sqrt{c_s}$, initial values $i_0=10^5$, $10^4$ and $10^3\ \mathrm{A/m^2}$ give largest height factors of about 110, 10 and 1.7, reached at $k/k_0\approx0.98$, 0.85 and 0.63.

The instability formulas were tested, in the fast-reaction limit, against a linearised problem that keeps both ion balances and the full depletion profile and does not assume (22). At $\tau/4$ the cutoffs agree within 1 percent for all three electrolytes. The two 1:1 salts, with $t_+=0.333$ and $0.667$, share the cutoff of $6.18\ \mathrm{\mu m}$ at equal $c_s$. A time-dependent solution from $0.001\tau$ to $0.99\tau$ gives gains of 4.91, 5.37 and 4.80 for $k/k_0=0.75$, 1 and 1.25, where (31) gives 4.92, 5.37 and 4.80. The finite-rate result (34) was derived but not tested numerically. The remaining values are in the numerical output below.

## Computed values

```
INPUTS
c0 = 1000 mol/m^3, i = 100 A/m^2, T = 300 K
Vm = 1.0e-05 m^3/mol, gamma = 1.0 J/m^2
1:1 main: D+ = 5.00e-10, D- = 1.00e-09 m^2/s
1:1 slow anion: D+ = 5.00e-10, D- = 2.50e-10 m^2/s
2:1: D+ = 7.00e-10, D- = 2.00e-09 m^2/s
SAND'S TIME: formula and two-ion simulation
1:1 main: D = 6.6667e-10 m^2/s, t+ = 0.3333
  tau formula 1096.7 s, simulation 1096.7 s
1:1 slow anion: D = 3.3333e-10 m^2/s, t+ = 0.6667
  tau formula 2193.5 s, simulation 2193.4 s
2:1: D = 1.2353e-09 m^2/s, t+ = 0.4118
  tau formula 10441.0 s, simulation 10440.5 s
RIPPLES AT t = tau/4: formula and linearised two-ion problem
1:1 main: cutoff 6.179 um, numerical 6.181 um
  fastest wavelength 10.702 um, numerical 10.702 um
  peak rate 4.0566e-03 1/s, numerical 4.0526e-03 1/s
  relative anion imbalance 2.2e-03
1:1 slow anion: cutoff 6.179 um, numerical 6.180 um
  fastest wavelength 10.702 um, numerical 10.702 um
  peak rate 4.0566e-03 1/s, numerical 4.0571e-03 1/s
  relative anion imbalance 4.5e-03
2:1: cutoff 10.339 um, numerical 10.341 um
  fastest wavelength 17.908 um, numerical 17.908 um
  peak rate 1.2121e-03 1/s, numerical 1.2127e-03 1/s
  relative anion imbalance 8.3e-04
GAIN ln(h/h0), main salt, from 0.001 tau to 0.99 tau
k/kc(0) = 0.75: formula 4.917, simulation 4.914
k/kc(0) = 1.00: formula 5.367, simulation 5.366
k/kc(0) = 1.25: formula 4.799, simulation 4.798
WORKED EXAMPLE, main salt
wall gradient G = 1.0364e+06 mol/m^4
tau if t+ were 0 at the same D = 487.4 s
tau = 18.28 min
front speed v = 10.364 nm/s
metal plated by tau = 11.37 um
t/tau = 0.00: cs = 1000.0 mol/m^3, cutoff = 8.738 um
t/tau = 0.25: cs = 500.0 mol/m^3, cutoff = 6.179 um
t/tau = 0.81: cs = 100.0 mol/m^3, cutoff = 2.763 um
largest ln gain at tau = 5.449, height factor = 233
SMALL RATIOS AND LENGTHS
nu+ c0 Vm = 0.010
v/(kc(0) D) = 2.2e-05
1/(kc(0) sqrt(D tau)) = 1.6e-03
depletion length 2 sqrt(D tau) = 1.710 mm
```
